**Finite-field Berry phase against perturbation theory for a two-band chain**

The program computes the polarization $P(E)=P_0+\chi_1E+\chi_2E^2+\dots$ of a chain with alternating site energies $\pm\Delta$ and hoppings $t_1,t_2$, by making the discretized electric enthalpy stationary. It asserts that the extrapolated $\chi_1$ agrees with the Kubo sum over states, and $\chi_2$ with a closed integral, each within a relative tolerance of $10^{-4}$. The closed integral for $\chi_2$ is also compared with a sum over the shift vector, the gauge-invariant charge displacement between the bands. Open chains of 30 and 50 cells in a real linear potential provide a separate test of both coefficients. Further assertions cover the $1/N^2$ mesh error for $N$ $k$ points, the relation between enthalpy curvature and $\chi_1$, and the rise of the enthalpy under 20 random variations. The output gives $\chi_1=0.169726\ e\,$Å/V and $\chi_2=0.044861\ e\,$Å$^2$/V$^2$. In the two inversion-symmetric cases, $\Delta=0$ and $t_1=t_2$, the computed $\chi_2$ is zero to within about $2\times10^{-11}\ e\,$Å$^2$/V$^2$.

## Verification by program

```python
"""Static susceptibilities of a two-band chain from Berry-phase polarization.

Result under test: P(E) = P0 + chi1 E + chi2 E^2 + ... with
  chi1 =  2 e^2 Int dk/2pi |A_cv|^2 / g
  chi2 = -3 e^3 Int dk/2pi |A_cv|^2 R / g^2
g: direct gap, A_cv = i<c|dv/dk>, R = A_c - A_v - d(arg A_cv)/dk (shift vector).
Chain: site A at 0 (energy +delta), site B at a/2 (energy -delta), hopping t1
inside the cell and t2 between cells, one spinless electron (charge -e) per cell.
Units: eV, angstrom, V/angstrom, and e = 1, so P is in units of e.
"""
import numpy as np
from scipy.integrate import quad

a = 4.0
b = a / 2
t1, t2, delta = 2.0, 1.0, 1.0
MODEL = (t1, t2, delta)
step = 0.002
FIELDS = step * np.arange(-2, 3)
CLOSURE = np.exp(-2j * np.pi * np.array([0.0, b]) / a)


def hamiltonian(k, model):
    """Bloch Hamiltonian and its k derivative, site positions in the phases."""
    p, q, d = model
    inner = p * np.exp(1j * k * b)
    outer = q * np.exp(-1j * k * (a - b))
    H = np.zeros((len(k), 2, 2), complex)
    dH = np.zeros_like(H)
    H[:, 0, 0], H[:, 1, 1] = d, -d
    H[:, 0, 1] = inner + outer
    H[:, 1, 0] = np.conj(H[:, 0, 1])
    dH[:, 0, 1] = 1j * b * inner - 1j * (a - b) * outer
    dH[:, 1, 0] = np.conj(dH[:, 0, 1])
    return H, dH


def dot(x, y):
    return np.sum(np.conj(x) * y, axis=1)


def neighbours(u):
    right, left = np.roll(u, -1, axis=0), np.roll(u, 1, axis=0)
    right[-1] = CLOSURE * u[0]
    left[0] = np.conj(CLOSURE) * u[-1]
    return right, left


def centre(u):
    """Berry-phase charge centre, on the branch 0 <= x < a."""
    phase = -np.angle(np.prod(dot(u, neighbours(u)[0])))
    return a * (phase % (2 * np.pi)) / (2 * np.pi)


def enthalpy(u, H, field):
    band = np.mean(dot(u, np.einsum('kij,kj->ki', H, u)).real)
    return band + field * centre(u)


def solve(N, field, model):
    """Stationary state of the discretized electric enthalpy."""
    dk = 2 * np.pi / (a * N)
    H, _ = hamiltonian(dk * np.arange(N), model)
    u = np.linalg.eigh(H)[1][:, :, 0]
    for _ in range(300):
        right, left = neighbours(u)
        G = 0.5j * (right / dot(u, right)[:, None] - left / dot(u, left)[:, None])
        grad = np.einsum('kij,kj->ki', H, u) + field / dk * G
        residual = np.max(np.abs(grad - u * dot(u, grad)[:, None]))
        if residual < 1e-14:
            break
        outer = np.einsum('ki,kj->kij', G, np.conj(u))
        T = H + field / dk * (outer + np.conj(np.swapaxes(outer, 1, 2)))
        u = np.linalg.eigh(T)[1][:, :, 0]
    assert residual < 1e-12
    return u, H


def first_derivative(y):
    return (y[0] - 8 * y[1] + 8 * y[3] - y[4]) / (12 * step)


def half_second_derivative(y):
    return (-y[0] + 16 * y[1] - 30 * y[2] + 16 * y[3] - y[4]) / (24 * step**2)


def finite_field(N, model):
    P, F = [], []
    for field in FIELDS:
        u, H = solve(N, field, model)
        P.append(-centre(u) / a)
        F.append(enthalpy(u, H, field))
    return np.array(P), np.array(F)


def band_data(k, model):
    """Valence and conduction states, gap, and interband connection A_cv."""
    H, dH = hamiltonian(k, model)
    energy, vec = np.linalg.eigh(H)
    v, c = vec[:, :, 0], vec[:, :, 1]
    gap = energy[:, 1] - energy[:, 0]
    A = -1j * dot(c, np.einsum('kij,kj->ki', dH, v)) / gap
    return v, c, gap, A


def sum_over_states(model, n=400, dq=2e-4):
    k = 2 * np.pi / a * np.arange(n) / n
    _, _, gap, A = band_data(k, model)
    v0, c0, _, A0 = band_data(k - dq / 2, model)
    v1, c1, _, A1 = band_data(k + dq / 2, model)
    loop = dot(c0, c1) * A1 * dot(v1, v0) * np.conj(A0)
    R = -np.angle(loop) / dq
    linear = np.mean(2 * np.abs(A)**2 / gap) / a
    quadratic = np.mean(-3 * np.abs(A)**2 * R / gap**2) / a
    return linear, quadratic, gap.min()


def open_chain_dipole(cells, field):
    """Electronic dipole of a finite chain in a real linear potential."""
    x = b * np.arange(2 * cells)
    x = x - x.mean()
    onsite = np.where(np.arange(2 * cells) % 2 == 0, delta, -delta)
    hop = np.where(np.arange(2 * cells - 1) % 2 == 0, t1, t2)
    H = np.diag(onsite + field * x) + np.diag(hop, 1) + np.diag(hop, -1)
    occupied = np.linalg.eigh(H)[1][:, :cells]
    return -np.sum(x[:, None] * occupied**2)


# Closed integrals over the zone, theta = k a
def eps2(theta):
    return delta**2 + t1**2 + t2**2 + 2 * t1 * t2 * np.cos(theta)


J0 = quad(lambda s: eps2(s)**-2.5, 0, np.pi, epsabs=1e-13)[0] / np.pi
J1 = quad(lambda s: np.cos(s) * eps2(s)**-2.5, 0, np.pi, epsabs=1e-13)[0] / np.pi
S = t1**2 + t2**2
D = t1**2 - t2**2
chi1_closed = a / 16 * ((D**2 + delta**2 * S) * J0 - 2 * delta**2 * t1 * t2 * J1)
chi2_closed = 3 * a**2 / 128 * delta * D * J0

chi1_sos, chi2_sos, gap_min = sum_over_states(MODEL)
assert abs(chi1_sos / chi1_closed - 1) < 1e-9
assert abs(chi2_sos / chi2_closed - 1) < 1e-5   # finite k step in the loop phase

# Finite-field Berry-phase route
meshes = (100, 200, 400)
raw1, raw2 = [], []
for N in meshes:
    P, F = finite_field(N, MODEL)
    raw1.append(first_derivative(P))
    raw2.append(half_second_derivative(P))
    # curvature of the enthalpy must give the slope of the polarization
    assert abs(-2 * half_second_derivative(F) / a / raw1[-1] - 1) < 1e-5
chi1_ff = (4 * raw1[2] - raw1[1]) / 3
chi2_ff = (4 * raw2[2] - raw2[1]) / 3
ratio1 = (raw1[0] - chi1_sos) / (raw1[1] - chi1_sos)
ratio2 = (raw2[0] - chi2_closed) / (raw2[1] - chi2_closed)
assert abs(ratio1 - 4) < 0.2 and abs(ratio2 - 4) < 0.2
assert abs(chi1_ff / chi1_sos - 1) < 1e-4       # remaining error is of order N^-4
assert abs(chi2_ff / chi2_closed - 1) < 1e-4

# The stationary state is a local minimum under random variations
u, H = solve(meshes[-1], FIELDS[-1], MODEL)
base = enthalpy(u, H, FIELDS[-1])
rng = np.random.default_rng(1)
rises = []
for _ in range(20):
    w = u + 1e-3 * (rng.normal(size=u.shape) + 1j * rng.normal(size=u.shape))
    w /= np.linalg.norm(w, axis=1)[:, None]
    rises.append(enthalpy(w, H, FIELDS[-1]) - base)
assert min(rises) > 0

# Open chains: the difference of two lengths removes the ends
short, long = 30, 50
P_open = np.array([(open_chain_dipole(long, f) - open_chain_dipole(short, f))
                   / ((long - short) * a) for f in FIELDS])
chi1_open, chi2_open = first_derivative(P_open), half_second_derivative(P_open)
assert abs(chi1_open / chi1_closed - 1) < 1e-5
assert abs(chi2_open / chi2_closed - 1) < 1e-4

# Inversion symmetry must remove the quadratic response
chi2_bond = half_second_derivative(finite_field(100, (2.0, 1.0, 0.0))[0])
chi2_site = half_second_derivative(finite_field(100, (1.5, 1.5, 1.0))[0])
assert abs(chi2_bond) < 1e-6 and abs(chi2_site) < 1e-6

print(f"lattice constant a = {a:.1f} angstrom, B site at {b:.1f} angstrom")
print(f"t1 = {t1:.1f} eV, t2 = {t2:.1f} eV, delta = {delta:.1f} eV")
print(f"minimum gap = {gap_min:.6f} eV")
print(f"field step = {step:.4f} V/angstrom")
dk = 2 * np.pi / (a * meshes[-1])
print(f"field bound g_min dk/e at N={meshes[-1]}: {gap_min * dk:.6f} V/angstrom")
print(f"zone average of eps^-5 = {J0:.8f} eV^-5")
print(f"zone average of cos(ka) eps^-5 = {J1:.8f} eV^-5")
print(f"Berry-phase P at N={meshes[-1]}:")
for field, value in zip(FIELDS, P):
    print(f"  E = {field:+.4f} V/angstrom  P = {value:.10f} e")
print("finite-field chi1 [e angstrom/V], chi2 [e angstrom^2/V^2]:")
for N, x1, x2 in zip(meshes, raw1, raw2):
    print(f"  N = {N}: chi1 = {x1:.8f}, chi2 = {x2:.8f}")
print(f"  extrapolated: chi1 = {chi1_ff:.8f}, chi2 = {chi2_ff:.8f}")
print(f"error ratio N=100 to N=200: chi1 {ratio1:.4f}, chi2 {ratio2:.4f}")
print(f"sum over states (Kubo) chi1 = {chi1_sos:.8f} e angstrom/V")
print(f"shift-vector sum chi2 = {chi2_sos:.8f} e angstrom^2/V^2")
print(f"closed integral chi1 = {chi1_closed:.8f} e angstrom/V")
print(f"closed integral chi2 = {chi2_closed:.8f} e angstrom^2/V^2")
print(f"open chains ({short} and {long} cells): chi1 = {chi1_open:.8f} e angstrom/V")
print(f"open chains: chi2 = {chi2_open:.8f} e angstrom^2/V^2")
print(f"relative deviation finite field/Kubo, chi1: {chi1_ff / chi1_sos - 1:.1e}")
print(f"relative deviation finite field/closed, chi2: {chi2_ff / chi2_closed - 1:.1e}")
Emax = FIELDS[-1]
print(f"linear part of P at {Emax:.4f} V/angstrom: {chi1_closed * Emax:.6e} e")
print(f"quadratic part of P at {Emax:.4f} V/angstrom: {chi2_closed * Emax**2:.6e} e")
print(f"smallest enthalpy rise in 20 random variations: {min(rises):.2e} eV")
print(f"chi2 with delta = 0: {chi2_bond:.1e} e angstrom^2/V^2")
print(f"chi2 with t1 = t2 = 1.5 eV: {chi2_site:.1e} e angstrom^2/V^2")
print("all good")
```

Printed output:

```
lattice constant a = 4.0 angstrom, B site at 2.0 angstrom
t1 = 2.0 eV, t2 = 1.0 eV, delta = 1.0 eV
minimum gap = 2.828427 eV
field step = 0.0020 V/angstrom
field bound g_min dk/e at N=400: 0.011107 V/angstrom
zone average of eps^-5 = 0.03987642 eV^-5
zone average of cos(ka) eps^-5 = -0.03015839 eV^-5
Berry-phase P at N=400:
  E = -0.0040 V/angstrom  P = -0.3902083740 e
  E = -0.0020 V/angstrom  P = -0.3898694494 e
  E = +0.0000 V/angstrom  P = -0.3895301830 e
  E = +0.0020 V/angstrom  P = -0.3891905577 e
  E = +0.0040 V/angstrom  P = -0.3888505565 e
finite-field chi1 [e angstrom/V], chi2 [e angstrom^2/V^2]:
  N = 100: chi1 = 0.16965667, chi2 = 0.04480485
  N = 200: chi1 = 0.16970854, chi2 = 0.04484688
  N = 400: chi1 = 0.16972152, chi2 = 0.04485744
  extrapolated: chi1 = 0.16972585, chi2 = 0.04486096
error ratio N=100 to N=200: chi1 3.9950, chi2 3.9823
sum over states (Kubo) chi1 = 0.16972585 e angstrom/V
shift-vector sum chi2 = 0.04486097 e angstrom^2/V^2
closed integral chi1 = 0.16972585 e angstrom/V
closed integral chi2 = 0.04486097 e angstrom^2/V^2
open chains (30 and 50 cells): chi1 = 0.16972585 e angstrom/V
open chains: chi2 = 0.04486098 e angstrom^2/V^2
relative deviation finite field/Kubo, chi1: -1.2e-08
relative deviation finite field/closed, chi2: -1.2e-07
linear part of P at 0.0040 V/angstrom: 6.789034e-04 e
quadratic part of P at 0.0040 V/angstrom: 7.177755e-07 e
smallest enthalpy rise in 20 random variations: 8.40e-06 eV
chi2 with delta = 0: 1.7e-11 e angstrom^2/V^2
chi2 with t1 = t2 = 1.5 eV: 8.7e-12 e angstrom^2/V^2
all good
```
